# Transmission and phase of a scatterer from twisted-ring eigenvalues

## Definitions and conventions

A particle moves in a one-channel wire containing a scatterer of finite range $w$. There is no spin, absorption or interaction, and the scatterer is invariant under time reversal. Units are chosen so that $\hbar^2/2m=1$; outside the scatterer the energy is $E=k^2$ with $k>0$. To the left and right,

$$\psi_{\rm L}=Ae^{ikx}+Be^{-ikx},\qquad \psi_{\rm R}=Ce^{ikx}+De^{-ikx},$$

with one origin of $x$ for both sides. The outgoing amplitudes follow from the incoming ones:

$$B=rA+tD,\qquad C=tA+r'D. \tag{1}$$

The targets are $T=|t|^2$ and $\theta=\arg t$, so $t=\sqrt T\,e^{i\theta}$. If $t$ were measured from edge to edge, its phase would be $\theta+kw$.

The same $t$ serves both directions for the following reason. Write (1) as $b=Sa$. Flux conservation gives $S^\dagger S=1$. The complex conjugate of a solution is also a solution, with incoming and outgoing waves exchanged, so $a^*=Sb^*=SS^*a^*$ and $SS^*=1$. Hence $S^*=S^{-1}=S^\dagger$, which means $S=S^{\mathsf T}$.

The wire is closed into a ring of total circumference $L$, scatterer included, with

$$\psi(x+L)=e^{i\phi}\psi(x).$$

The twist $\phi$ represents a magnetic flux through the ring, moved by a gauge transformation from the Hamiltonian into the boundary condition. The eigenvalues $E(\phi)$ are the data.

## What one eigenvalue says

Going once around the free wire connects $\psi_{\rm R}$ at $x+L$ to $\psi_{\rm L}$ at $x$. Comparing the two exponentials gives $Ce^{ikL}=e^{i\phi}A$ and $De^{-ikL}=e^{i\phi}B$. With $z=e^{ikL}$,

$$A=ze^{-i\phi}C,\qquad D=ze^{i\phi}B.$$

Inserting $D$ in (1), and then multiplying the second equation by $ze^{-i\phi}$, yields

$$(1-tze^{i\phi})B=rA,\qquad (1-tze^{-i\phi})A=r'z^2B.$$

A nonzero solution requires a vanishing determinant:

$$(1-tze^{i\phi})(1-tze^{-i\phi})-rr'z^2=0,$$

$$1-2tz\cos\phi+z^2(t^2-rr')=0. \tag{2}$$

The last bracket is a pure phase. Orthogonality of the columns of $S$ reads $r^*t+t^*r'=0$, so $r'=-r^*t/t^*$ for $t\ne0$, and

$$t^2-rr'=t^2+|r|^2\frac{t}{t^*}=\frac{t}{t^*}\left(|t|^2+|r|^2\right)=e^{2i\theta}.$$

Dividing (2) by $2ze^{i\theta}$ leaves $\tfrac12\left(e^{-i(kL+\theta)}+e^{i(kL+\theta)}\right)=\sqrt T\cos\phi$, that is,

$$\boxed{\cos\left(kL+\theta(k)\right)=\sqrt{T(k)}\,\cos\phi.} \tag{3}$$

No large-$L$ approximation was made, and mirror symmetry was not assumed. The reflection phases have dropped out, so (3) cannot supply them separately.

Relation (3) was tested at $L=12$ with twists 0.7 and 2.0, using levels from diagonalization and amplitudes from direct integration of the Schrödinger equation. The two sides differed by at most $1.4\times10^{-12}$ for a square barrier of width 1 and height 6. For an asymmetric barrier (width 0.6 and height 8, followed by width 0.9 and height 3) the largest difference was $2.2\times10^{-12}$.

Two limits show what the levels respond to. For $T=1$, (3) gives $kL+\theta=\pm\phi+2\pi n$: the levels move with the twist as in a free ring with a shifted phase. For $T\to0$, it gives $kL+\theta\to(n+\tfrac12)\pi$: the twist has no effect, and the level positions carry the phase alone.

## The naive scheme and its contradiction

Equation (3) has two unknowns, which suggests using two twists and solving for $T$ and $\theta$. But changing $\phi$ moves the level, and $T$ and $\theta$ belong to the new $k$.

The size of the damage can be read from a ring with $L=60$ around the barrier of width $w=1$ and height $V_0=6$. One band near $k=3$ contains these levels:

- $\phi=0.314159$: $k=2.9642909$
- $\phi=1.570796$: $k=2.9800057$
- $\phi=2.827433$: $k=2.9960275$

At $\phi=\pi/2$ the right side of (3) vanishes, so $\theta=(n+\tfrac12)\pi-kL$ whatever $T$ is. With $n=56$,

$$\theta=177.49998-178.80034=-1.30036.$$

Now suppose that this phase holds for the other two levels. Subtracting $56\pi$ from $kL+\theta$ leaves 0.62791 for the first and 2.53210 for the third. Since $\cos\phi=\pm0.95106$,

$$T=\left(\frac{0.80926}{0.95106}\right)^2=0.724,\qquad T=\left(\frac{-0.81994}{-0.95106}\right)^2=0.743.$$

The assumption of a constant $T$ has contradicted itself. Moreover, neither value is right at its own wave number: the closed formula (8) below gives 0.733 and 0.752. The difference between the two results is thus a real variation of $T$ with $k$, but each result is too small by about 0.009.

This shortfall comes from the phase, which also changes with $k$. The neighbouring levels at $\phi=\pi/2$, $k=2.9281241$ and $k=3.0318850$, give $\theta=-1.32905$ and $-1.27152$ by the same arithmetic. The slope is therefore about $0.55$. Over the step of $-0.0157$ in $k$ to the first level, the phase changes by $-0.0087$. The argument becomes 0.6192 instead of 0.6279, and $T=(0.8143/0.9511)^2=0.733$. The closed formula (8) below gives the same 0.733 at that $k$.

More twists do not remove the difficulty. At a fixed energy, (3) allows one ring only a single value of $\cos\phi$; the twists $\phi$ and $-\phi$ that share it give the same equation. If $\cos\phi\ne0$, any trial $\theta$ for which $\cos(kL+\theta)$ has the sign of $\cos\phi$ and does not exceed it in magnitude then yields an acceptable $T$. Two ways to supply the missing information are used below: smoothness in $k$, and a second circumference at the same energy.

## First repair: make the equations linear and let the amplitude vary

Define

$$F=\frac1{t^*}=\frac{e^{i\theta}}{\sqrt T}=X+iY.$$

Dividing (3) by $\sqrt T$ and expanding the cosine gives

$$X(k)\cos kL-Y(k)\sin kL=\cos\phi, \tag{4}$$

with $T=1/(X^2+Y^2)$ and $\theta=\arg(X+iY)$. This is linear in the unknowns. Level numbers need not be counted, and $\theta$ is obtained modulo $2\pi$.

Near a target $k_0$, set $u=(k-k_0)L$ and write

$$X=\sum_{j=0}^{p}a_ju^j,\qquad Y=\sum_{j=0}^{p}b_ju^j. \tag{5}$$

Each level provides one linear equation for the $2(p+1)$ coefficients. Five twists, $\phi=\pi(j+\tfrac12)/5$ with $j=0,\dots,4$, and the three levels nearest $k_0$ at each twist give 15 equations, solved by least squares. The answer is $F(k_0)=a_0+ib_0$.

The error law follows from Taylor's theorem. At fixed twist, (3) has two solutions per $2\pi$ of $kL+\theta$, so the levels used lie at $|u|$ of order $2\pi$ and $|k-k_0|$ is of order $2\pi/L$. The first omitted term is $F^{(p+1)}(k_0)(u/L)^{p+1}/(p+1)!$. If the least-squares problem stays well conditioned as $L$ grows, the error of $F(k_0)$ is $O(L^{-(p+1)})$. The choice $p=0$ is the naive assumption of constant $T$ and $\theta$, now with all 15 levels.

For a fair comparison, $k_0=3$ is held fixed and $k_0L$ is a multiple of $2\pi$, so that the levels keep nearly the same pattern in $u$. The relative errors $|F_{\rm fit}/F-1|$ are:

| $L$ | $p=0$ | $p=1$ | $p=2$ |
|---|---|---|---|
| 33.5 | $1.8\times10^{-2}$ | $1.8\times10^{-3}$ | $1.5\times10^{-5}$ |
| 67.0 | $9.1\times10^{-3}$ | $4.6\times10^{-4}$ | $2.1\times10^{-6}$ |
| 134.0 | $4.6\times10^{-3}$ | $1.2\times10^{-4}$ | $2.8\times10^{-7}$ |

The last doubling gives powers 1.00, 1.99 and 2.92, close to the predicted 1, 2 and 3. A longer ring does help the naive scheme, but slowly.

### How many levels a weak transmitter needs

For small $T$, (3) confines $kL+\theta$ to within $\arcsin\sqrt T$ of $(n+\tfrac12)\pi$. The levels form narrow clusters, and their number limits $p$.

To see this, write $F=e^{i\theta_0}(P+iQ)$ with $\theta_0=\theta(k_0)$ and $\alpha=kL+\theta_0$. Equation (4) becomes $P\cos\alpha-Q\sin\alpha=\cos\phi$. To leading order in $1/L$, cluster $j$ is centred at $u_j$, where $\cos\alpha_j=0$. At $u=u_j+\delta$, $\cos\alpha\simeq-\delta\sin\alpha_j$.

Suppose there are just $p$ clusters. The polynomial $Q=c\prod_j(u-u_j)$ is then allowed, and near $u_j$ it equals $cg_j\delta$ with $g_j=\prod_{i\ne j}(u_j-u_i)$. Its contribution $-cg_j\delta\sin\alpha_j$ is cancelled by $-P\delta\sin\alpha_j$ if $P(u_j)=-cg_j$, which a polynomial of degree $p$ can satisfy at $p$ points. This combination is invisible to first order in $\delta$, and the fit is ill conditioned. With $p$ clusters the fit rests on terms of second order in $\delta$ and demands very accurate levels. At least $p+1$ clusters are needed to avoid this; three levels per twist suit $p=2$.

## Second repair: keep the energy fixed and change the ring

Smoothness can be dispensed with if a second circumference is available. Fix $E=k_0^2$. For each $L$, look for a level that lies on opposite sides of $E$ at $\phi=0$ and $\phi=\pi$. By continuity, some twist between them places it at $E$, and root finding locates that twist. Two circumferences give

$$\begin{pmatrix}\cos k_0L_1&-\sin k_0L_1\\ \cos k_0L_2&-\sin k_0L_2\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}=\begin{pmatrix}\cos\phi_1\\ \cos\phi_2\end{pmatrix}. \tag{6}$$

Both equations refer to the same $T$ and $\theta$, so there is no polynomial error. The determinant is

$$-\cos k_0L_1\sin k_0L_2+\sin k_0L_1\cos k_0L_2=\sin k_0(L_1-L_2).$$

The scheme fails when the lengths differ by a multiple of $\pi/k_0$, since the second ring then repeats the first equation up to sign.

A circumference is usable if $|\cos(k_0L+\theta)|\le\sqrt T$; otherwise $E$ lies in a gap for every real twist. Over a full period of $L$, the usable fraction is $(2/\pi)\arcsin\sqrt T$. For $T\le\tfrac12$, the usable values of $k_0L$ modulo $\pi$ span $2\arcsin\sqrt T$, so the determinant cannot exceed $\sin(2\arcsin\sqrt T)=2\sqrt{T(1-T)}$ in magnitude. Weak transmission therefore costs usable rings and makes the determinant small. Since $|F|=1/\sqrt T$ grows in step, an error in $\cos\phi$ still produces a relative error of $F$ of comparable size when the two lengths lie near opposite ends of the window. The loss of relative accuracy comes mainly through errors in the levels.

Errors in the levels matter too. A shift $\delta k$ changes the left side of (4) by about $-(L/\sqrt T)\sin(kL+\theta)\,\delta k$ when $L$ is long enough for the variation of $F$ to be neglected. With $\delta k=\delta E/2k$, the error passed to $\cos\phi$ can reach $L|\delta E|/(2k\sqrt T)$. Lengthening the ring reduces the polynomial error of the first scheme but increases its sensitivity to inaccurate eigenvalues.

## The square barrier as a reference

Let the barrier occupy $0<x<w$, with $q^2=E-V_0$. For a wave incident from the left with unit amplitude, $\psi(w)=te^{ikw}$ and $\psi'(w)=ik\,te^{ikw}$. Solving $\psi''=-q^2\psi$ back to $x=0$ gives

$$\psi(0)=\cos(qw)\,\psi(w)-\frac{\sin qw}{q}\psi'(w),$$

$$\psi'(0)=q\sin(qw)\,\psi(w)+\cos(qw)\,\psi'(w).$$

The incident amplitude is $\tfrac12[\psi(0)+\psi'(0)/ik]=1$. Substitution yields

$$1=te^{ikw}\left[\cos qw-\frac i2\left(\frac kq+\frac qk\right)\sin qw\right],$$

$$t=\frac{e^{-ikw}}{\cos qw-i\dfrac{k^2+q^2}{2kq}\sin qw}. \tag{7}$$

For real $q$, the squared modulus of the denominator is $\cos^2qw+(k^2+q^2)^2\sin^2qw/(4k^2q^2)$. Replacing $\cos^2$ by $1-\sin^2$ and using $(k^2+q^2)^2-4k^2q^2=(k^2-q^2)^2=V_0^2$ gives

$$T=\left[1+\frac{V_0^2\sin^2qw}{4k^2q^2}\right]^{-1}. \tag{8}$$

Below the barrier $q=i\kappa$, and $\sin^2(qw)/q^2$ becomes $\sinh^2(\kappa w)/\kappa^2$. At $E=V_0$ this ratio tends to $w^2$, so $T=1/(1+V_0w^2/4)$, which is 0.4 here.

## Reading the test

With $w=1$ and $V_0=6$, three energies probe different regimes.

- **Tunnelling, $E=4$.** Here $\kappa=\sqrt2$ and $T=1/(1+36\times3.7445/32)=0.19184$.
- **Above the barrier, $E=9$.** Here $q=\sqrt3$ and $T=1/(1+36\times0.97422/108)=0.75486$.
- **Resonance, $E=6+\pi^2$.** Here $qw=\pi$, so $T=1$ and $t=-e^{-ik}$. Thus $\theta=\pi-3.98367=-0.84207$.

The quadratic fit, using the five spectra of the single ring $L=60$, gives $T=0.191846$, $0.754874$ and $1.000003$. The phases are $-1.695666$, $-1.289249$ and $-0.842072$, within $3\times10^{-6}$ rad of the references. The resonant value slightly exceeds one because (5) does not impose $T\le1$; the excess is fitting error.

The same spectra serve other energies. At 17 energies from 3.5 to 19.5, the largest absolute error in $T$ was $6.7\times10^{-6}$. This is not a bound for the interval: at $E=9$, which is not among the 17, the error is $9\times10^{-6}$.

The two-ring method at $E=9$ can be followed by hand. It uses $L_1=10.1$, $\phi_1=2.59199474$ and $L_2=10.6$, $\phi_2=0.78019102$, so that (6) reads

$$0.439345X+0.898318Y=-0.852735,$$

$$0.927146X-0.374700Y=0.710779.$$

The determinant is $-0.997495$, and Cramer's rule gives

$$X=\frac{0.319520-0.638506}{-0.997495}=0.31979,$$

$$Y=\frac{0.312277+0.790610}{-0.997495}=-1.10566.$$

Hence $T=1/(0.10226+1.22248)=0.75486$ and $\theta=-1.28925$. At full precision, the relative error of $F$ is below $10^{-12}$ at all three energies.

The cost of weak transmission is visible in the ring count. Among 16 circumferences from 10.0 to 11.5, 4 are usable at $E=4$, 12 at $E=9$ and all 16 at resonance. At $E=4$ the best available determinant has magnitude 0.565, below the limit $2\sqrt{T(1-T)}=0.788$; the discrete lengths do not reach both ends of the usable window.

The choice between the schemes depends on which data are cheap. One ring gives a whole curve $T(E)$ if the polynomials (5) describe $F=1/t^*$ accurately over a wave-number interval of order $2\pi/L$. This is a condition on $F$, not on $t$: across an isolated transmission peak $t$ changes rapidly, but $1/t$ is nearly linear in $k$, so a peak somewhat narrower than the interval can still be resolved. The opposite holds at a transmission zero, such as a Fano dip caused by a side-coupled level: there $F$ has a pole and the polynomials (5) fail. Peaks have their own limit. For a very narrow one, $F$ is large on either side of the peak, and even a small relative error there can spoil the peak itself. A longer ring or the two-ring method is then the safer choice. Both schemes rest on (3), and so on a single coherent channel and a stretch of free wire. Additional open channels, absorption or interactions between particles would require a different quantization condition. The complete values are in the numerical output.

## Numbers as computed

```
Units: length w, energy hbar^2/(2 m w^2), k in 1/w, angles in rad
barrier width 1.0 w, height 6.0
ring relation, square: max residual 1.4e-12
ring relation, asymmetric: max residual 2.2e-12
basis degree 16 to 20: max level shift below E=20: 4.6e-11
One ring, L = 60.0 w; three k nearest 3 at each twist:
 twist 0.314159: k = 2.9436375, 2.9642909, 3.0484029
 twist 0.942478: k = 2.9367209, 2.9712680, 3.0408907
 twist 1.570796: k = 2.9281241, 2.9800057, 3.0318850
 twist 2.199115: k = 2.9195990, 2.9888131, 3.0229461
 twist 2.827433: k = 2.9129137, 2.9960275, 3.0156755
Quadratic one-ring fit:
 E=4.000000: X=-0.284349, Y=-2.265319
  fit T=0.191846, theta=-1.695666
  ref T=0.191845, theta=-1.695666
 E=9.000000: X=0.319788, Y=-1.105649
  fit T=0.754874, theta=-1.289249
  ref T=0.754865, theta=-1.289251
 E=15.869604: X=0.665917, Y=-0.746023
  fit T=1.000003, theta=-0.842072
  ref T=1.000000, theta=-0.842075
scan E=3.5 to 19.5 (17 energies): max T error 6.7e-06
 max theta error 3.2e-06 rad
Relative error of F at E=9 for L = 33.510, 67.021, 134.041 w:
 degree 0: 1.81e-02, 9.13e-03, 4.58e-03; last rate 1.00
 degree 1: 1.80e-03, 4.58e-04, 1.15e-04; last rate 1.99
 degree 2: 1.54e-05, 2.12e-06, 2.80e-07; last rate 2.92
Two-ring solution (circumferences 10.0 to 11.5 w):
 E=4.000000: usable lengths 4 of 16, det -0.5646
  L1=10.9, twist1=0.78193525
  L2=11.2, twist2=2.26487804
  X=-0.2843489, Y=-2.2653233
  T=0.1918449, theta=-1.6956657, rel. error F 7.4e-13
 E=9.000000: usable lengths 12 of 16, det -0.9975
  L1=10.1, twist1=2.59199474
  L2=10.6, twist2=0.78019102
  X=0.3197871, Y=-1.1056567
  T=0.7548648, theta=-1.2892510, rel. error F 1.5e-13
 E=15.869604: usable lengths 16 of 16, det -0.9997
  L1=10.3, twist1=2.49058582
  L2=10.7, twist2=2.19913261
  X=0.6659166, Y=-0.7460262
  T=1.0000000, theta=-0.8420746, rel. error F 3.5e-13
```
